# Gel point of trifunctional silsesquioxanes with randomly paired siloxane half-links

## The decision that depends on the result

A calculation that takes the silicon populations of a silsesquioxane sol as input must choose between two branches. In one, all clusters are finite and the output is an average molar mass. In the other, a network spans the sample and the output is a gel fraction. The molar-mass formula fails silently on the wrong side: it returns a negative number or a meaningless finite one. If half-links pair at random, the sign of $T_1-3T_3$ makes the choice.

Here $T_n$ is the fraction of silicon atoms with $n$ siloxane bridges, $n=0,1,2,3$, and $T_0+T_1+T_2+T_3=1$. Each silicon also carries one organic group that does not react. All populations are fractions of silicon, not of mass.

## Model and counting

A bridge Si–O–Si consists of two half-links, one on each silicon. The mean number of half-links per silicon is

$$c=T_1+2T_2+3T_3 ,$$

and the conversion, the fraction of the three possible half-links that are in use, is $p=c/3$.

The model takes the $T_n$ as given and pairs all half-links uniformly at random. The populations need not be binomial, but random pairing is a separate assumption. In irreversible condensation, it can fail if the reactivity of a silicon depends on how many bridges it already has: the two ends of a bridge were joined at the same moment, which can leave their final connectivities correlated. For moderate differences in reactivity the effect is small: irreversible kinetics without ring formation, with reactivities fitted to the young sol below, gives a weight-average cluster size of 16.9 silicons instead of 16.6 and reaches the gel point at $T_1-3T_3\approx0.004$. The model assumes that a half-link has no preference for its partner's connectivity, and that small rings have no advantage from being close in space. The number of silicons $N$ is taken to infinity.

**Size bias.** Follow a half-link to its partner. The partner is a random half-link, not a random silicon, and a silicon with $n$ half-links is reached in $n$ ways. The silicon reached therefore has connectivity $n$ with probability

$$q_n=\frac{nT_n}{c}.$$

**Absence of short loops.** Suppose a fixed number of half-links has been followed from some silicon. The next one returns to a silicon already visited with a probability of order $1/(cN)$, which vanishes for large $N$. The surroundings of a silicon are thus a tree to any fixed depth.

The shortest loops can be counted. A silicon has $n(n-1)/2$ pairs of its own half-links, and each pair is joined with probability close to $1/(cN)$. With

$$\kappa=\frac{1}{c}\sum_n n(n-1)T_n=\frac{2T_2+6T_3}{c},$$

the expected number of self-links is $\kappa/2$ in the whole sample. For a double link between two silicons, choose two half-links on each; they can be joined in two ways, each with probability close to $1/(cN)^2$. The sum over unordered pairs of silicons brings a factor $1/2$, which cancels the 2 and leaves $(\kappa/2)^2=\kappa^2/4$. Neither number grows with $N$. For the aged sol defined below, their sum is 0.95. Counts averaged over 300 random networks, each average with a sampling error of about 0.06, gave 0.88 for 3000 silicons and 0.94 for 12 000.

## The sol side and the threshold

A silicon of connectivity $n$, reached through one half-link, offers $n-1$ onward half-links. Their mean number is $\sum_n q_n(n-1)$, which is the $\kappa$ defined above. Then

$$c(1-\kappa)=T_1+2T_2+3T_3-2T_2-6T_3=T_1-3T_3 .$$

A T1 silicon ends a path and removes one open end. A T2 silicon passes the path on and changes nothing. A T3 silicon adds one open end, and since it is reached three times as often as a T1 silicon of equal population, it enters with weight 3.

Let $W$ be the mean number of silicons in the branch behind a half-link. The branch holds the silicon reached and, on average, $\kappa$ further branches of the same kind:

$$W=1+\kappa W .$$

Built up generation by generation, this is the series $1+\kappa+\kappa^2+\dots$, which converges for $\kappa<1$ to $W=1/(1-\kappa)$. A randomly chosen silicon has $c$ half-links on average, so the mean size of its cluster is

$$S=1+cW=1+\frac{c}{1-\kappa}=1+\frac{c^2}{T_1-3T_3}\qquad(T_1>3T_3).$$

Choosing a silicon at random selects a cluster in proportion to its size, so $S$ is the weight-average number of silicons per cluster. It diverges as $T_1$ falls to $3T_3$, which is the gel point.

The populations $T_0$ and $T_2$ do not enter the condition, but they do affect the size. Replacing T0 by T2 at fixed $T_1$ and $T_3$ raises $c$ and hence $S$.

The case $T_1=T_3=0$ is excluded. All linked silicons are then T2, there are no chain ends, and every cluster with links is a closed loop. The formula for $S$ becomes a division by zero, and the condition $T_1=3T_3$ has no meaning as a gel point.

## Molar mass

Let $m_n$ be the mass of a unit of connectivity $n$. The mass-average molar mass is the sum of squared cluster masses divided by the total mass. Equivalently, it is the average over silicons of (own mass × cluster mass), divided by the average unit mass.

The mean mass behind a half-link, $W_m$, obeys the same kind of equation as $W$, with the number 1 replaced by the mean mass $\mu$ of the unit reached:

$$W_m=\mu+\kappa W_m,\qquad \mu=\frac1c\sum_n nT_nm_n .$$

A silicon of connectivity $n$ belongs to a cluster of mean mass $m_n+nW_m$. Hence

$$\sum_nT_nm_n(m_n+nW_m)=\sum_nT_nm_n^2+c\mu W_m ,$$

and with $W_m=\mu/(1-\kappa)$ the last term is

$$\frac{c\mu^2}{1-\kappa}=\frac{(c\mu)^2}{c(1-\kappa)}=\frac{\left(\sum_n nT_nm_n\right)^2}{T_1-3T_3}.$$

The result is

$$M_w=\frac{1}{\sum_nT_nm_n}\left[\sum_nT_nm_n^2+\frac{\left(\sum_n nT_nm_n\right)^2}{T_1-3T_3}\right].$$

If all $m_n$ equal $m$, this reduces to $mS$, as it must.

## The gel side

Let $u$ be the probability that the branch behind a half-link is finite. The silicon reached has $n-1$ onward branches, all of which must be finite:

$$u=F(u)=\frac{T_1+2T_2u+3T_3u^2}{c}.$$

Insert $c=T_1+2T_2+3T_3$ and collect terms:

$$c\,[F(u)-u]=T_1-(T_1+3T_3)u+3T_3u^2=(1-u)(T_1-3T_3u).$$

The roots are $u=1$ and $u=T_1/(3T_3)$. To select one, let $u_d$ be the probability that the branch ends within $d$ generations. Then $u_0=0$ and $u_{d+1}=F(u_d)$. Since $F$ increases with $u$, the sequence rises and cannot pass the smallest non-negative root, so it converges to that root. For $T_1\ge3T_3$, with $T_1>0$, this is $u=1$ and there is no gel. For $T_1<3T_3$ it is

$$u=\frac{T_1}{3T_3}<1 .$$

A silicon is outside the gel if all its $n$ branches are finite. The gel fraction, counted in silicons, is therefore

$$g=1-\sum_nT_nu^n=1-T_0-T_1u-T_2u^2-T_3u^3 .$$

This identifies "has an infinite branch" with "belongs to one common network". The reason is that two large separate clusters rarely survive. If each has $b$ open half-links, the chance that none of them join is roughly $e^{-b^2/(cN)}$, which is negligible once $b$ is well above $\sqrt{cN}$.

**Just past the gel point.** Here $1-u=(3T_3-T_1)/(3T_3)$ is small, and $u^n\approx1-n(1-u)$ gives

$$g\approx c(1-u)=\frac{c\,(3T_3-T_1)}{3T_3}.$$

The gel fraction starts from zero and grows linearly. At equality there is no gel yet, although $S$ is infinite.

**No chain ends.** For $T_1=0$ and $T_3>0$, $u=0$ and $g=1-T_0$: the finite clusters with links make up a vanishing fraction of the sample.

**The soluble part.** Past the gel point, the finite clusters have their own populations $T_n'=T_nu^n/(1-g)$. A branch known to be finite reaches connectivity $n$ with weight $nT_nu^{n-1}$, which is proportional to $nT_n'$. The soluble part is thus again a randomly paired system, and the formula for $S$ applies with primed quantities. From the equation for $u$, $\sum_n nT_nu^n=cu^2$. Also $3T_3u=T_1$, so $T_1u-3T_3u^3=T_1u(1-u)$. Hence

$$S_{\rm sol}=1+\frac{c^2u^3}{(1-g)\,T_1(1-u)} .$$

This is positive and finite for $0<u<1$. It is the size to report for extractable material; the formula for $S$ with the original populations does not apply there.

**Both sides of the line.** Random networks of 200 000 silicons with $T_3=10\,\%$ were built at $T_1/(3T_3)=0.7$ and $1.3$, with the remainder all T0 or all T2. At 1.3 the largest cluster held 0.1 % of the silicons (T0) and 0.3 % (T2). At 0.7 it held 13.0 % and 48.3 %, where the formula for $g$ gives 12.9 % and 48.1 %. The remainder changes the amount of gel but not the side of the line.

## Why conversion alone does not decide

If all three groups of every silicon react independently with probability $p$, the populations are binomial, with $T_1=3p(1-p)^2$ and $T_3=p^3$. Then

$$T_1-3T_3=3p\left[(1-p)^2-p^2\right]=3p(1-2p),$$

and the gel point is the familiar $p=1/2$.

Other distributions can gel at a different conversion. Without T0, the line $T_1=3T_3$ has $T_2=1-4T_3$ and

$$c=3T_3+2(1-4T_3)+3T_3=2-2T_3,\qquad 0<T_3\le\tfrac14 .$$

The conversion at the gel point then runs from $1/2$, at $T_3=1/4$, up towards $2/3$, which is approached as $T_3\to0$ but not reached. A system rich in T2 stores its bridges in chains and gels late.

Above $p=2/3$ the model is always gelled. Subtracting $2=2\sum_nT_n$ from $c$ gives $c-2=T_3-T_1-2T_0$. If this is positive, then $T_1<T_3$, and so $T_1<3T_3$.

## Worked example: two methylsilsesquioxane sols

The populations below are rough values chosen to represent a young and an aged sol for spin-on low-k films. They are not data from a particular sample. In such work the $T_n$ are obtained from silicon NMR.

| Sol | T0 | T1 | T2 | T3 |
|---|---|---|---|---|
| young | 5 % | 40 % | 47 % | 8 % |
| aged | 1 % | 22 % | 57 % | 20 % |

**Young sol.** The half-link count is $c=0.40+0.94+0.24=1.58$, so $p=0.527$. The criterion gives $T_1-3T_3=0.40-0.24=0.16>0$: a sol. A binomial distribution of the same conversion would give $-0.084$, a gel. The cluster size is

$$S=1+\frac{1.58^2}{0.16}\approx16.6 .$$

Twelve random networks gave a mean of 16.4.

For the molar mass, the units are taken as CH$_3$SiO$_{n/2}$(OH)$_{3-n}$, with all unreacted groups hydrolysed. Their masses are 94.14, 85.13, 76.13 and 67.12 g/mol for $n=0$ to 3. The sums are $\sum T_nm_n=79.9$ g/mol, $\sum nT_nm_n=121.7$ g/mol and $\sum T_nm_n^2=6426$ (g/mol)$^2$, so

$$M_w\approx\frac{6426+121.7^2/0.16}{79.9}\ \text{g/mol}\approx1240\ \text{g/mol}.$$

The same networks gave 1225 g/mol. Remaining alkoxy groups would raise the unit masses but would not move the gel point.

**Aged sol.** Here $c=1.96$, $p=0.653$ and $T_1-3T_3=0.22-0.60=-0.38$: a gel. With $u=0.22/0.60=0.367$,

$$g=1-0.01-0.22u-0.57u^2-0.20u^3\approx0.82 .$$

The largest cluster in the random networks held 0.821 of the silicons, against 0.823 from the formula.

**Input errors.** If $T_1$ and $T_3$ carry independent errors of 2 percentage points each, the error of $T_1-3T_3$ is $\sqrt{1+3^2}\times2=6.3$ points. The young sol lies 16 points from the line, about 2.5 such errors; the aged sol lies 38 points away, about six. For the young sol, the denominator of $S$ is uncertain by about 40 % of its value. With the sums over $m_n$ held fixed, one such error in either direction gives $M_w$ of about 900 or about 2000 g/mol.

## Corrections for structure that is not random

**Closed cages.** In a closed cage of T3 silicons, all bridges stay inside the cage. NMR populations count these silicons as T3, but they offer nothing to the network. If a fraction $f$ of the T3 silicons is caged, the free populations obey the original criterion, and the gel point becomes

$$T_1=3(1-f)T_3 .$$

For the aged sol, the gel disappears at $f=1-0.22/0.60=0.63$. With the caged silicons given no outward links, the largest cluster held 38 % of the silicons at 0.8 times this $f$ and 0.2 % at 1.2 times.

**Four-silicon rings.** Treat a ring as one unit with $m$ outward half-links. The condition that a unit reached offers one onward link on average, $\sum m(m-1)=\sum m$, is $\sum m(m-2)=0$ over all units. Let a share $R\le T_2+T_3$ of all silicons sit in four-rings, drawn from T2 and T3 in proportion, and let $t=T_3/(T_2+T_3)$. A ring T3 has one outward half-link and a ring T2 has none, so $m$ is binomial with mean $4t$ and variance $4t(1-t)$:

$$\langle m(m-2)\rangle=4t(1-t)+16t^2-8t=12t^2-4t .$$

Per ring silicon this is $3t^2-t$. The free silicons contribute $-T_1+3(T_3-Rt)$. The sum vanishes at

$$T_1=3T_3-3Rt+R(3t^2-t)=3T_3-R\,t(4-3t).$$

For the aged sol $t=0.26$, and the gel disappears at $R=0.38/[t(4-3t)]\approx0.45$. Networks with such rings had a largest cluster of 30 % at 0.8 times this share and 0.2 % at 1.25 times.

**Like-to-like pairing.** Let a share $r$ of half-links pair within their own connectivity class and the rest pair at random. From a silicon of class $i$, the partner has class $j$ with probability $P_{ij}=(1-r)q_j+r\delta_{ij}$. The mean onward branching is described by the matrix $B_{ij}=P_{ij}(j-1)$, and the threshold is reached when its largest eigenvalue is one. Setting $x_i=\sum_jB_{ij}x_j$ gives

$$x_i=(1-r)A+r(i-1)x_i,\qquad A=q_2x_2+2q_3x_3 .$$

Thus $x_2=A$ and $x_3=A(1-r)/(1-2r)$. All components are positive for $r<1/2$, as the eigenvector of the largest eigenvalue requires. Inserting them into $A$ and using $1-q_2=q_1+q_3$,

$$q_1+q_3=\frac{2(1-r)}{1-2r}\,q_3\quad\Rightarrow\quad q_1=\frac{q_3}{1-2r}\quad\Rightarrow\quad T_1=\frac{3T_3}{1-2r}.$$

Such pairing brings the gel forward for two reasons: T3 silicons meet each other more often, and T1 silicons are used up in T1–T1 dimers instead of ending paths. For the young sol, like-to-like pairing of T3 alone would bring the gel at a share of 0.29, and of T1 alone at 0.40. The young sol has $T_1/(3T_3)=1.67$ and would gel at $r=0.20$. In the networks, the largest cluster held 0.4 % at half this value and 28 % at 1.75 times.

## Use for real films

Methylsilsesquioxane resins are a real class of spin-on low-k precursors, but they can contain small rings and cages, which the random-pairing model leaves out. Soluble resins with a large T3 population can be made, whereas the uncorrected rule would call them gelled. For the aged sol, a predicted gel of 82 % vanishes if about 45 % of the silicons sit in four-rings that take T2 and T3 in proportion to their populations, or if about 63 % of the T3 silicons are caged. These are the amounts needed within the model, not measured contents. The composition of the rings matters: four-rings of T2 alone have no outward links and leave the condition $T_1=3T_3$ unchanged. Populations alone reveal neither how much of the T3 is in rings nor which silicons are bound to each other. The sign of $T_1-3T_3$ is therefore a sound guide when rings and cages are known to be few, pairing is close to random, and the margin exceeds the error of the populations. Weak like-to-like pairing alone is not enough: if T3 silicons avoid T1 silicons and bind to T2 silicons instead, a gel can form at a positive value. With no T1–T3 bridges, and with T1–T1 and T3–T3 bridges at their random frequencies, populations of 5, 35, 50 and 10 % for T0 to T3 are gelled at $T_1-3T_3=0.05$, while the young sol stays just short of its gel point.

In an implementation, normalise the populations and reject $T_1=T_3=0$. For $T_1>3T_3$, return $S$ and $M_w$. For $T_1<3T_3$, return $g$ and, if $T_1>0$, $S_{\rm sol}$. At equality, report the gel point itself. When the input error of $T_1-3T_3$ is comparable with its value, report the state as undecided. The numerical output below gives the remaining digits.

## Numbers as computed

```
Unit masses T0..T3 (g/mol): [94.14 85.13 76.13 67.12]
young sol, T0..T3 (%): [ 5. 40. 47.  8.]
  half-links per Si c: 1.580
  conversion c/3: 0.5267
  onward links per half-link kappa: 0.8987
  T1 - 3 T3: 0.160
  T1 - 3 T3 if binomial at same conversion: -0.0843
aged sol, T0..T3 (%): [ 1. 22. 57. 20.]
  half-links per Si c: 1.960
  conversion c/3: 0.6533
  onward links per half-link kappa: 1.1939
  T1 - 3 T3: -0.380
  T1 - 3 T3 if binomial at same conversion: -0.6011
young: S, formula (Si atoms): 16.60
young: S, networks (Si atoms): 16.41
young: M_w, formula (g/mol): 1239
young: M_w, networks (g/mol): 1225
aged: finite-branch probability u: 0.3667
aged: gel fraction of Si, formula: 0.8228
aged: gel fraction of Si, networks: 0.8214
Silicons per test network: 200000
T3=10%, rest T0, T1/(3 T3)=0.7: largest cluster share 0.1304, gel formula 0.1287
T3=10%, rest T0, T1/(3 T3)=1.3: largest cluster share 0.0013, gel formula 0.0000
T3=10%, rest T2, T1/(3 T3)=0.7: largest cluster share 0.4828, gel formula 0.4806
T3=10%, rest T2, T1/(3 T3)=1.3: largest cluster share 0.0029, gel formula 0.0000
Self + double links per sample, formula: 0.953
  counted, 3000 Si: 0.877; 12000 Si: 0.940
Conversion on gel line without T0: 0.5000 to 0.6667
Neglected effects
aged: share of T3 in closed cages that removes gel: 0.6333
  largest cluster share at 0.8 and 1.2 of it: 0.3781, 0.0019
aged: T3/(T2+T3): 0.2597
aged: share of Si in 4-rings that removes gel: 0.4542
  largest cluster share at 0.8 and 1.25 of it: 0.2955, 0.0018
young: like-to-like share r that brings gel: 0.2000
  largest cluster share at 0.5 and 1.75 of it: 0.0038, 0.2791
Error of each population (% of Si): 2.0
  resulting error of T1 - 3 T3 (% of Si): 6.3
```
